# The double-delta integral in a tetrahedron and for a parabolic band, part 1

(Sections cited here and not found follow in the second part.)

## Result

Let $a(\mathbf k)$ and $b(\mathbf k)$ be linear functions inside a tetrahedron $T$ of $\mathbf k$ space, with gradients $\mathbf v_a$ and $\mathbf v_b$, and let $F(\mathbf k)$ be a linear weight. If $\mathbf v_a\times\mathbf v_b\neq0$ and the line $a=b=0$ does not lie in the plane of a face of $T$, then

$$
I[F]\equiv\int_T d^3k\;F(\mathbf k)\,\delta(a)\,\delta(b)=\frac{L\,F(\mathbf k_{\rm mid})}{|\mathbf v_a\times\mathbf v_b|},
$$

where $L$ is the length of the part of the line inside $T$ and $\mathbf k_{\rm mid}$ is its midpoint. In terms of the corner values $a_i,b_i$ and the volume $V$, the case $F=1$ reads $I=6V|D_{kl}|/|S_iS_m|$, with symbols defined in section 3. A segment lying in a face counts one half, and a segment along an edge counts an angular fraction. For parallel gradients the integral diverges only if the planes $a=0$ and $b=0$ coincide and share with $T$ a section of nonzero area, which may be a face; two distinct parallel planes give zero, and in both cases the weight integrated over the second energy stays finite.

In applications $a=\varepsilon_{\mathbf k}-E_F$ and $b=\varepsilon'_{\mathbf k+\mathbf q}-E_F$ are band energies interpolated linearly from a mesh, the gradients are band velocities, and $F$ is an interpolated squared matrix element, as in nesting functions and electron–phonon linewidths. The statements about one tetrahedron are exact for the linear interpolants; their relation to the true bands is treated in sections 6 and 7.

Hartree atomic units are used: $\mathbf k$ in bohr$^{-1}$, energies in Ha, velocities in Ha bohr, and $I$ in bohr$^{-3}$ Ha$^{-2}$. A product of two deltas needs a definition where the integrand is discontinuous or the gradients are parallel, so each delta is the limit $\sigma\to0$ of $\delta_\sigma(x)=e^{-x^2/2\sigma^2}/(\sigma\sqrt{2\pi})$, with the same $\sigma$ for both. The integral at finite $\sigma$ is written $J_\sigma$. The program and its output follow the text, and the tests quoted below are its assertions.

## 1. Two planes in a box

Take $a=\alpha k_x$ and $b=\beta k_y$ in a box that contains the $k_z$ axis over a length $L$, away from its side walls. The integrals separate, and $\int dx\,\delta(\alpha x)=1/|\alpha|$ by the substitution $x\to\alpha x$, so $I=L/|\alpha\beta|$.

Now tilt the second gradient in the $xy$ plane, $b=\beta(k_x\cos\theta+k_y\sin\theta)$. At fixed $k_x$ the $k_y$ integral of $\delta(b)$ gives $1/|\beta\sin\theta|$, because $\beta\sin\theta$ is the coefficient of $k_y$. The $k_x$ integral then gives $1/|\alpha|$ as before, and

$$
I=\frac{L}{|\alpha\beta\sin\theta|}.
$$

The denominator is $|\mathbf v_a||\mathbf v_b||\sin\theta|=|\mathbf v_a\times\mathbf v_b|$. With broadened deltas the two slabs of thickness $\sigma/|\alpha|$ and $\sigma/|\beta|$ overlap in a tube whose cross-section is a parallelogram of area proportional to $1/|\sin\theta|$. The formula holds as long as this parallelogram fits inside the box, and for any fixed $\sigma$ that condition fails as $\theta\to0$. The limit $\theta=\pi/2$ returns the separable result.

## 2. General gradients, and the tetrahedron

Write $\mathbf m=\mathbf v_a\times\mathbf v_b\ne0$ and $\hat{\mathbf t}=\mathbf m/|\mathbf m|$, and use the coordinates $E=a(\mathbf k)$, $E'=b(\mathbf k)$, $\ell=\hat{\mathbf t}\cdot\mathbf k$. The Jacobian matrix has the rows $\mathbf v_a,\mathbf v_b,\hat{\mathbf t}$, so its determinant is the triple product

$$
\mathbf v_a\cdot(\mathbf v_b\times\hat{\mathbf t})=\hat{\mathbf t}\cdot(\mathbf v_a\times\mathbf v_b)=|\mathbf m|,\qquad d^3k=\frac{dE\,dE'\,d\ell}{|\mathbf m|}.
$$

Since $\hat{\mathbf t}$ is perpendicular to both gradients, moving along $\hat{\mathbf t}$ leaves $E$ and $E'$ fixed, and $\ell$ is arc length on that line. Therefore

$$
J_\sigma[F]=\int dE\,dE'\;\delta_\sigma(E)\,\delta_\sigma(E')\;I_F(E,E'),\qquad I_F(E,E')=\frac1{|\mathbf m|}\int_{\rm chord}F\,d\ell ,
$$

where the chord is the part of the line $a=E$, $b=E'$ inside $T$. This is an identity at finite $\sigma$: the broadened integral is the Gaussian average of the function $I_F(E,E')$. If $I_F$ is continuous at the origin, the limit $\sigma\to0$ is $I_F(0,0)$.

The chord follows from clipping. The tetrahedron is the set where $\mathbf N_i\cdot(\mathbf k-\mathbf c_i)\ge0$ for four faces with inward unit normals $\mathbf N_i$ and points $\mathbf c_i$ on them. On the line $\mathbf k=\mathbf k_0+\ell\,\hat{\mathbf t}$ the condition for face $i$ is $d_i+\ell\,\gamma_i\ge0$, with $d_i=\mathbf N_i\cdot(\mathbf k_0-\mathbf c_i)$ and $\gamma_i=\mathbf N_i\cdot\hat{\mathbf t}$. A face with $\gamma_i>0$ demands $\ell\ge-d_i/\gamma_i$, a face with $\gamma_i<0$ demands $\ell\le-d_i/\gamma_i$, and a face with $\gamma_i=0$ demands $d_i\ge0$ whatever $\ell$ is. The allowed set is one interval, of length

$$
L=\max\Big(0,\ \min_{\gamma_i<0}\frac{-d_i}{\gamma_i}-\max_{\gamma_i>0}\frac{-d_i}{\gamma_i}\Big),
$$

provided the faces with $\gamma_i=0$ are satisfied, and zero otherwise. The point $\mathbf k_0$ can be chosen linear in $(E,E')$, so each $d_i$ is linear in $(E,E')$. Minima and maxima of continuous functions are continuous, so the endpoints and $L$ are continuous, except where a face with $\gamma_i=0$ has $d_i=0$. That exception is the line lying in the plane of a face, which the statement excludes.

For linear $F$, along the chord $F=F(\mathbf k_{\rm mid})+\kappa(\ell-\ell_{\rm mid})$, and the second term is odd about the midpoint and integrates to zero. This gives $I[F]=L\,F(\mathbf k_{\rm mid})/|\mathbf m|$. A linear $F$ is $\sum_iF_i\lambda_i(\mathbf k)$, where $F_i$ are the corner values and $\lambda_i$ the barycentric coordinates, the linear functions with $\lambda_i(\mathbf k_j)=\delta_{ij}$ and $\sum_i\lambda_i=1$. Hence $I[F]=\sum_iw_iF_i$ with corner weights $w_i=I[1]\,\lambda_i(\mathbf k_{\rm mid})$.

If the line is parametrized with the unnormalized direction, $\mathbf k=\mathbf k_0+\tau\,\mathbf m$, then $L=|\mathbf m|\,\Delta\tau$ and $I[1]=\Delta\tau$. The integral is the parameter range over which the line stays inside $T$.

**Example.** The model tetrahedron has corners $(0,0,0)$, $(h,0,0)$, $(h,h,0)$, $(h,h,h)$ with $h=0.2$ bohr$^{-1}$, so it is the region $h\ge k_x\ge k_y\ge k_z\ge0$ with $V=h^3/6=1.3333\times10^{-3}$ bohr$^{-3}$. The corner values are round model numbers, $a_i=(-0.06,\,0.05,\,0.06,\,-0.04)$ Ha and $b_i=(-0.02,\,-0.03,\,0.09,\,0.08)$ Ha. Consecutive corners differ by $h$ along one axis, so the gradients are consecutive differences over $h$:

$$
\mathbf v_a=\frac{(0.11,\,0.01,\,-0.10)}{0.2}=(0.55,\,0.05,\,-0.50),\qquad
\mathbf v_b=\frac{(-0.01,\,0.12,\,-0.01)}{0.2}=(-0.05,\,0.60,\,-0.05),
$$

in Ha bohr, at an angle of $86.50^\circ$. The cross product has the components $m_x=0.05(-0.05)-(-0.50)(0.60)=0.2975$, $m_y=(-0.50)(-0.05)-0.55(-0.05)=0.0525$, $m_z=0.55(0.60)-0.05(-0.05)=0.3325$, and $|\mathbf m|=0.449242$ Ha$^2$ bohr$^2$.

The point $Q=(0.15,\,0.05,\,0.05)$ lies on the face $k_y=k_z$ and on both planes: $a=-0.06+0.0825+0.0025-0.025=0$ and $b=-0.02-0.0075+0.03-0.0025=0$. Moving from $Q$ along $-\mathbf m$, $k_z$ falls faster than $k_y$, so the line enters $T$, and it leaves through $k_z=0$ when $\Delta\tau=0.05/0.3325=0.150376$. The exit point is $P=Q-\Delta\tau\,\mathbf m=(0.10526,\,0.04211,\,0)$, which still satisfies $h\ge k_x\ge k_y\ge0$. The distance is $L=0.067555$ bohr$^{-1}$, and

$$
I=\frac{0.067555}{0.449242}=0.150376\ \text{bohr}^{-3}\,\text{Ha}^{-2}=1.3705\times10^{-3}\ \text{Å}^{-3}\,\text{eV}^{-2},
$$

equal to $\Delta\tau$. In this tetrahedron $\lambda=(1-k_x/h,\ (k_x-k_y)/h,\ (k_y-k_z)/h,\ k_z/h)$, which gives $\lambda(P)=(0.47368,\,0.31579,\,0.21053,\,0)$ and $\lambda(Q)=(0.25,\,0.5,\,0,\,0.25)$. Their mean is $\lambda(\mathbf k_{\rm mid})=(0.36184,\,0.40789,\,0.10526,\,0.12500)$, and multiplying by $I$ gives $w=(0.054412,\,0.061338,\,0.015829,\,0.018797)$ bohr$^{-3}$ Ha$^{-2}$. The test of these numbers against the definition is in section 5.

## 3. The same integral from corner values alone

Use $\mathbf x=(\lambda_2,\lambda_3,\lambda_4)$ as coordinates, $\mathbf k=\mathbf k_1+\sum_{j=2}^4\lambda_j(\mathbf k_j-\mathbf k_1)$. The Jacobian is the volume of the parallelepiped on the three edges, so $d^3k=6V\,d^3x$. In these coordinates the gradients are $\boldsymbol\alpha=(a_2-a_1,\,a_3-a_1,\,a_4-a_1)$ and $\boldsymbol\beta=(b_2-b_1,\,b_3-b_1,\,b_4-b_1)$. Section 2 applies unchanged in $\mathbf x$ space, so $I=6V\,\Delta\tau'$ for the line $\mathbf x=\mathbf x_0+\tau'\,\boldsymbol\alpha\times\boldsymbol\beta$. Along it $\lambda_i=\lambda_i^0+\tau'n_i$, with $(n_2,n_3,n_4)=\boldsymbol\alpha\times\boldsymbol\beta$ and $n_1=-n_2-n_3-n_4$ because the $\lambda_i$ sum to one.

Define $D_{kl}=a_kb_l-a_lb_k=-D_{lk}$, and for the face opposite corner $i$, with remaining corners $j<k<l$, define $S_i=D_{jk}+D_{kl}+D_{lj}$. Expanding the last component of the cross product,

$$
n_4=(a_2-a_1)(b_3-b_1)-(a_3-a_1)(b_2-b_1)=(a_2b_3-a_3b_2)+(a_1b_2-a_2b_1)+(a_3b_1-a_1b_3)=D_{23}+D_{12}+D_{31}=S_4 ,
$$

where the two terms $a_1b_1$ cancelled. The first form shows that $S_4$ is twice the signed area of the triangle formed by the points $p_j=(a_j,b_j)$, $j=1,2,3$, in the energy plane. The cyclic replacement $2\to3\to4\to2$ gives $n_2=D_{13}+D_{34}+D_{41}=S_2$ and $n_3=D_{14}+D_{42}+D_{21}=-S_3$. In the sum $n_2+n_3+n_4$ the terms containing index 1 cancel in pairs ($D_{12}+D_{21}$, $D_{13}+D_{31}$, $D_{14}+D_{41}$), leaving $D_{23}+D_{34}+D_{42}=S_1$, so $n_1=-S_1$. Altogether $n_i=(-1)^iS_i$.

On the face opposite $i$, $\lambda_i=0$ and the vector $(\lambda_j,\lambda_k,\lambda_l)$ must be orthogonal to $(a_j,a_k,a_l)$ and to $(b_j,b_k,b_l)$, since $a=\sum\lambda a$ and $b=\sum\lambda b$ vanish. It is therefore proportional to their cross product $(D_{kl},D_{lj},D_{jk})$, and normalizing the sum to one gives

$$
(\lambda_j,\lambda_k,\lambda_l)=\frac{(D_{kl},\,D_{lj},\,D_{jk})}{S_i}.
$$

The point is inside the face if and only if all three are positive, that is, if and only if the three $D$ share a sign. This is also the condition for the origin of the energy plane to lie inside the triangle of the $p_j$, $j\neq i$. In generic position (no $D_{kl}$ zero) a line that meets $T$ pierces exactly two faces, say those opposite $i$ and $m$. From the point on face $i$ to the point on face $m$ the coordinate $\lambda_m$ falls to zero from $|D_{kl}/S_i|$, where $\{k,l\}$ is now the pair other than $\{i,m\}$, and it does so at the rate $|n_m|=|S_m|$. Hence

$$
I[1]=6V\,\frac{|D_{kl}|}{|S_i\,S_m|}.
$$

The shape of the tetrahedron enters only through $V$.

A limit that can be done by hand is the unit simplex with corners $0,\hat x,\hat y,\hat z$, $6V=1$, $a=k_x-E$, $b=k_y-E'$, with $E,E'>0$ and $E+E'<1$. The chord is vertical, from $k_z=0$ to $k_z=1-E-E'$, and $|\mathbf m|=1$. The pierced faces lie opposite corners 4 and 1. Here $D_{14}=0$, but the derivation needs only that two faces are pierced at interior points, which holds. With $p_2=(1-E,-E')$ and $p_3=(-E,1-E')$ one finds $D_{23}=(1-E)(1-E')-EE'=1-E-E'$, while $p_1=p_4=(-E,-E')$ makes both triangles right triangles with unit legs, $|S_1|=|S_4|=1$. The formula gives $1-E-E'$, the chord length.

In the example the pierced faces lie opposite corners 4 and 3. Then $D_{12}=(-0.06)(-0.03)-(0.05)(-0.02)=0.0028$, $S_4=(0.11)(0.11)-(0.12)(-0.01)=0.0133$ and $S_3=(0.11)(0.10)-(0.02)(-0.01)=0.0112$, all in Ha$^2$. These reproduce $\lambda_3(P)=0.0028/0.0133=0.21053$ and $\lambda_4(Q)=0.0028/0.0112=0.25$, and with $6V=h^3=0.008$ bohr$^{-3}$,

$$
I=\frac{0.008\times0.0028}{0.0133\times0.0112}=0.150376\ \text{bohr}^{-3}\,\text{Ha}^{-2}.
$$

The program tests this formula against Cartesian clipping to a relative $10^{-12}$ here, and to $10^{-7}$ on 300 random tetrahedra with random corner values, including those the line misses.

## 4. Dependence on the two energies

Let $I(E,E')=\int_T\delta(a-E)\,\delta(b-E')$, obtained by shifting all $a_i$ by $-E$ and all $b_i$ by $-E'$. The areas $S_i$ are unchanged by a translation of the $p_i$, and

$$
D_{kl}(E,E')=(a_k-E)(b_l-E')-(a_l-E)(b_k-E')=D_{kl}+E\,(b_k-b_l)+E'\,(a_l-a_k),
$$

the products $EE'$ cancelling. This is linear and vanishes on the line through $p_k$ and $p_l$.

Assume that no three $p_i$ are collinear. If their convex hull is a quadrilateral, the diagonals cut it into four small triangles meeting at the crossing point $X$. The small triangle on the hull side $p_kp_l$ lies in the two large triangles that contain this side, which omit the other two corners $i$ and $m$, so there $I\propto|D_{kl}|$. If instead $p_4$ lies inside the triangle $p_1p_2p_3$, a point lies in that triangle (face 4) and in one small triangle $p_kp_lp_4$ (face $i$), and again $I\propto|D_{kl}|$ with $p_kp_l$ a hull side, now with $X=p_4$. In both cases $I$ is linear on each small triangle, vanishes on its hull side, and by the continuity shown in section 2 takes a common value $H$ at $X$. The graph is a pyramid, with kinks only on segments joining the $p_i$.

The height follows from the volume. Integrating both deltas over their energies gives $\int dE\,dE'\,I=\int_Td^3k=V$. A linear function with corner values $0,0,H$ averages to $H/3$ over a triangle, so the same integral is $AH/3$, with $A$ the hull area, and

$$
H=\frac{3V}{A}.
$$

By the Jacobian of section 2, $A=|\mathbf m|A_\perp$, where $A_\perp$ is the area of the shadow of $T$ along $\hat{\mathbf t}$. The hull area vanishes exactly when the gradients are parallel. In the example the hull is the quadrilateral $p_1p_2p_3p_4$, whose area is half the cross product of the diagonals $(0.12,\,0.11)$ and $(-0.09,\,0.11)$, $A=\tfrac12(0.0132+0.0099)=0.01155$ Ha$^2$, so $H=0.004/0.01155=0.346320$ bohr$^{-3}$ Ha$^{-2}$, reached at $X=(-0.00182,\,0.03333)$ Ha. The program tests $3V/A$ against clipping at the apex for this case and for a skew tetrahedron with an inner point, and tests that no value at 500 random $(E,E')$ exceeds $H$.

Integrating over $E'$ alone removes the second delta:

$$
\int dE'\,I(E,E')=g(E)\equiv\int_Td^3k\,\delta(a-E)=\frac{\mathcal A(E)}{|\mathbf v_a|},
$$

where $\mathcal A(E)$ is the area of the section $a=E$, because the distance along the normal to the section is $da/|\mathbf v_a|$. This quantity does not involve $b$.

A closed form of $g$ for distinct $a_i$ comes from integrating $f'''(a)$ over $T$ for an arbitrary $f$. Set $\lambda_1=1-r_1$, $\lambda_2=r_1-r_2$, $\lambda_3=r_2-r_3$, $\lambda_4=r_3$, a triangular map with unit Jacobian and range $1\ge r_1\ge r_2\ge r_3\ge0$. Then $a=a_1+r_1(a_2-a_1)+r_2(a_3-a_2)+r_3(a_4-a_3)$. The $r_3$ integral from $0$ to $r_2$ gives $f''$ at the two limits divided by $a_4-a_3$; at the upper limit the argument is $a_1+r_1(a_2-a_1)+r_2(a_4-a_2)$, and at the lower limit it is the same with $a_3$ in place of $a_4$. Calling $G_n$ the integral of $f^{(n)}$ over $n$ nested variables, and repeating the step,

$$
G_3=\frac{G_2(a_4)-G_2(a_3)}{a_4-a_3},\qquad G_2(y)=\frac{G_1(y)-G_1(a_2)}{y-a_2},\qquad G_1(y)=\frac{f(y)-f(a_1)}{y-a_1}.
$$

So $G_3$ is a combination of the four values $f(a_i)$, and the coefficient of $f(a_4)$ is read off as $1/[(a_4-a_3)(a_4-a_2)(a_4-a_1)]$. The integral does not depend on how the corners are labelled and the four values of $f$ are independent, so every coefficient has this form: $\int_Tf'''(a)\,d^3k=6V\sum_if(a_i)/\prod_{j\ne i}(a_i-a_j)$. Choosing $f(x)=\tfrac12(x-E)_+^2$, with $(x)_+=\max(x,0)$, makes $f'''=\delta(x-E)$, and

$$
g(E)=3V\sum_i\frac{(a_i-E)_+^2}{\prod_{j\neq i}(a_i-a_j)}.
$$

In the example only corners 2 and 3 contribute for $-0.04<E<0.05$ Ha, so $g$ is a single quadratic there. At $E=0$,

$$
g(0)=0.004\left[\frac{0.05^2}{(0.11)(-0.01)(0.09)}+\frac{0.06^2}{(0.12)(0.01)(0.10)}\right]=0.0189899\ \text{bohr}^{-3}\,\text{Ha}^{-1},
$$

in agreement with $\mathcal A/|\mathbf v_a|=0.014147/0.744983$. Replacing each squared numerator by 2 gives $g''=-14.1414$ bohr$^{-3}$ Ha$^{-3}$. The program tests both forms of $g(0)$, and the integral of the clipped $I(0,E')$ over $E'$, against quadrature of a single broadened delta to a relative $10^{-7}$.

## 5. Finite width, and segments on the boundary

The identity of section 2 says that $J_\sigma$ is the Gaussian average of $I_F(E,E')$. Suppose the origin lies at a distance $d_0$ from the nearest kink. For $F=1$, write $I$ as the linear function valid near the origin plus a remainder. The average of the linear function is its value at the origin. The remainder vanishes inside the circle of radius $d_0$ and grows at most linearly outside it, where the two-dimensional Gaussian has mass $e^{-d_0^2/2\sigma^2}$. So $J_\sigma[1]=I[1]$ up to terms of that exponential order. For linear $F$ the endpoints $\lambda=D/S$ are linear in $(E,E')$, so $F(\mathbf k_{\rm mid})$ is linear and $I_F$ is quadratic near the origin. With $\langle E^2\rangle=\langle E'^2\rangle=\sigma^2$ and $\langle EE'\rangle=0$,

$$
J_\sigma[F]=I[F]+\tfrac12\sigma^2(\partial_E^2+\partial_{E'}^2)I_F ,
$$

and two widths eliminate the correction: $I[F]=(\sigma_1^2J_{\sigma_2}-\sigma_2^2J_{\sigma_1})/(\sigma_1^2-\sigma_2^2)$.

This makes a sharp test from the definition possible. In the example the nearest kink is the diagonal $p_2p_4$, at the distance $|D_{24}|/|p_4-p_2|$ with $D_{24}=(0.05)(0.08)-(-0.04)(-0.03)=0.0028$ Ha$^2$ and $|p_4-p_2|=\sqrt{0.09^2+0.11^2}$ Ha, which is about $0.020$ Ha, more than six times the larger of the widths $\sigma_1=0.003$ Ha and $\sigma_2=0.002$ Ha. Three-dimensional Gauss–Legendre quadrature of $\delta_\sigma(a)\delta_\sigma(b)$ over $T$ gives $0.1503759$ bohr$^{-3}$ Ha$^{-2}$ at both widths, tested against $L/|\mathbf m|$ to a relative $10^{-7}$. The extrapolated moments of the $\lambda_i$ reproduce the four weights, tested to $10^{-6}$ of the largest weight, and the same test is made on the skew tetrahedron.

The excluded cases follow from the same identity. If the segment lies in a face, that face is parallel to $\hat{\mathbf t}$, its three corners project onto a straight line through the origin, and $T$ projects to one side of it. Orient the axes of the energy plane so that this side is $E'>0$, which is allowed because the Gaussian is isotropic. Near the origin $I=I_0+\kappa E+\kappa'E'$ for $E'>0$ and zero for $E'<0$, with $I_0=L/|\mathbf m|$. The average is

$$
J_\sigma=\tfrac12I_0+\kappa'\int_0^\infty E'\,\delta_\sigma(E')\,dE'=\tfrac12I_0+\frac{\kappa'\sigma}{\sqrt{2\pi}},
$$

since the $\kappa$ term is odd in $E$. If the segment is an edge, two corners project onto the origin, and $I$ is $I_0$ plus a linear term inside the wedge between the rays towards the other two points, of opening angle $\varphi$. The Gaussian mass of the wedge is $\varphi/2\pi$, and the linear term averages to a multiple of $\sigma$ by scaling, so $J_\sigma\to I_0\,\varphi/2\pi$. The angle is measured in the energy plane. It equals the dihedral angle of the tetrahedron when $\mathbf v_a$ and $\mathbf v_b$ are perpendicular and of equal length, since the projection then preserves angles, and differs from it in general. It also depends on the broadening: unequal widths for the two deltas rescale the axes and in general change the fraction, whereas the one half for a face holds for any broadening even under $(E,E')\to(-E,-E')$.

Both fractions are tested by quadrature with linear extrapolation in $\sigma$, to $10^{-6}$. For $a=(-0.06,\,0.05,\,0.07,\,0.01)$ Ha and $b=(0,\,0,\,0,\,0.08)$ Ha the fraction of $I_0$ is $0.500000$. For $a=(0,\,0,\,0.09,\,-0.03)$ Ha and $b=(0,\,0,\,0.02,\,0.08)$ Ha the rays point towards $(0.09,\,0.02)$ and $(-0.03,\,0.08)$, $\varphi=98.03^\circ$, and the fraction is $0.272298=\varphi/2\pi$, whereas the dihedral angle of $45^\circ$ would give one eighth. Clipping against the closed tetrahedron returns the full $L$ in these cases, so a mesh sum built on clipping that ignores the fractions counts a segment in a shared face twice. The corner formula with strict signs errs the other way: the three $D_{kl}$ among the corners of that face vanish, every face contains one such pair, no face counts as pierced, and the segment is missed.

For non-parallel gradients, the double-delta integral in one tetrahedron is now known exactly for the linear interpolants, together with its dependence on the two energies, the effect of finite broadening and the fractions for segments on the boundary. What remains is the case of parallel gradients and the relation to true bands, including a mesh test on the parabolic band and the link to the Lindhard response.

All numerical values are calculated from the stated model.
